# Charge-Conjugation Rule and the Two-Photon Decay of Singlet Positronium: test program

```python
"""Positronium annihilation: C parity rule and singlet two-photon rate.

Claims under test:
  (-1)^(L+S) = (-1)^n for annihilation into n photons;
  Gamma = alpha^5 m c^2 / (2 hbar) for the 1S singlet, leading order.
L, S: orbital and spin quantum numbers; alpha: fine-structure constant;
m: electron mass. Amplitudes use hbar = c = m = 1 and are printed without
their factor e^n. The bound state uses Hartree atomic units.
Spinors have norm 2E; positron spinors are charge conjugates of u.
"""
from itertools import permutations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

alpha = const.fine_structure
I2, I4 = np.eye(2), np.eye(4)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
gamma0 = np.kron(np.diag([1, -1]), I2).astype(complex)
gammas = [gamma0] + [np.kron([[0, 1], [-1, 0]], s) for s in pauli]
singlet = np.array([[0, 1], [-1, 0]], dtype=complex) / np.sqrt(2)
triplets = [np.array([[1, 0], [0, 0]], dtype=complex),
            np.array([[0, 1], [1, 0]], dtype=complex) / np.sqrt(2),
            np.array([[0, 0], [0, 1]], dtype=complex)]
mixed_triplet = 0.6 * triplets[0] + 0.64j * triplets[1] - 0.48 * triplets[2]

# Charge conjugation reverses the sign of the Dirac vector current.
conj_matrix = 1j * gammas[2] @ gamma0
for g in gammas:
    assert np.allclose(conj_matrix @ g.T @ np.linalg.inv(conj_matrix), -g)


# ---- C parity of pair states in a Fock space of eight fermion modes ----
def creation(mode, count=8):
    """Jordan-Wigner creation operator."""
    result = np.eye(1)
    for j in range(count):
        if j < mode:
            factor = np.diag([1.0, -1.0])
        elif j == mode:
            factor = np.array([[0.0, 0.0], [1.0, 0.0]])
        else:
            factor = I2
        result = np.kron(result, factor)
    return result


create = [creation(j) for j in range(8)]
vacuum = np.zeros(256)
vacuum[0] = 1.0


def pair_state(orbital_sign, spin, exchanged):
    """Pair with momenta +p,-p; 'exchanged' swaps the two species."""
    first, second = (1, 0) if exchanged else (0, 1)
    state = np.zeros(256, dtype=complex)
    for mom, weight in enumerate([1.0, orbital_sign]):
        for s in range(2):
            for t in range(2):
                one = create[4 * first + 2 * mom + s]
                two = create[4 * second + 2 * (1 - mom) + t]
                state += weight * spin[s, t] * (one @ (two @ vacuum))
    return state


print("C parity from Fock space (dimensionless):")
for L in (0, 1):
    for S, spin in ((0, singlet), (1, mixed_triplet)):
        before = pair_state((-1) ** L, spin, False)
        after = pair_state((-1) ** L, spin, True)
        c_value = (np.vdot(before, after) / np.vdot(before, before)).real
        assert np.allclose(after, c_value * before)
        assert abs(c_value - (-1) ** (L + S)) < 1e-12
        print(f"  L={L} S={S}: C = {c_value:+.0f}")


# ---- Tree amplitudes from all orderings of the photon vertices ----
def slash(a):
    return a[0] * gamma0 - sum(a[j] * gammas[j] for j in (1, 2, 3))


def u_spinor(p, s):
    energy = np.sqrt(1 + p @ p)
    chi = I2[s]
    lower = np.tensordot(p, pauli, axes=1) @ chi / np.sqrt(energy + 1)
    return np.concatenate([np.sqrt(energy + 1) * chi, lower])


def amplitude(p, spin, photons):
    """Electron at p, positron at -p; photons = list of (k, polarization)."""
    start = np.array([np.sqrt(1 + p @ p), *p])
    vertex_sum = np.zeros((4, 4), dtype=complex)
    for order in permutations(photons):
        chain, q = I4.astype(complex), start.copy()
        for j, (k, eps) in enumerate(order):
            chain = slash(eps) @ chain
            q = q - k
            if j < len(order) - 1:
                chain = (slash(q) + I4) @ chain / (q[0]**2 - q[1:] @ q[1:] - 1)
        vertex_sum += chain
    total = 0j
    for s in range(2):
        for t in range(2):
            v = 1j * gammas[2] @ u_spinor(-p, t).conj()
            total += spin[s, t] * (v.conj() @ gamma0 @ vertex_sum
                                   @ u_spinor(p, s))
    return total


def transverse_basis(direction):
    e1 = np.cross(direction, [0.31, 0.52, 0.79])
    e1 = e1 / np.linalg.norm(e1)
    return e1, np.cross(direction, e1)


def make_photons(vectors, pair_energy):
    """Scale vectors of zero sum to the pair energy; add polarizations."""
    scale = pair_energy / sum(np.linalg.norm(k) for k in vectors)
    photons = []
    for j, vec in enumerate(vectors):
        k = scale * np.array(vec)
        e1, e2 = transverse_basis(k / np.linalg.norm(k))
        angle = 0.4 + 0.7 * j
        eps = np.cos(angle) * e1 + np.sin(angle) * e2
        photons.append((np.array([np.linalg.norm(k), *k]),
                        np.array([0.0, *eps])))
    return photons


a, b, c = (np.array(x) for x in
           ([0.9, 0.2, -0.4], [-0.3, 0.8, 0.5], [0.1, -0.6, 0.7]))
photon_vectors = {2: [a, -a], 3: [a, b, -a - b], 4: [a, b, c, -a - b - c]}
p_test = np.array([0.3, -0.2, 0.5])
pair_energy = 2 * np.sqrt(1 + p_test @ p_test)
print(f"Test momentum |p| = {np.linalg.norm(p_test):.4f} m c")
print("Amplitude parts, even L and odd L (hbar=c=m=1, e^n removed):")
for n, vectors in photon_vectors.items():
    photons = make_photons(vectors, pair_energy)
    for S, spin in ((0, singlet), (1, mixed_triplet)):
        plus = amplitude(p_test, spin, photons)
        minus = amplitude(-p_test, spin, photons)
        parts = [abs(plus + minus) / 2, abs(plus - minus) / 2]
        allowed = (n + S) % 2
        assert parts[allowed] > 1e-4
        assert parts[1 - allowed] < 1e-10 * parts[allowed]
        print(f"  n={n} S={S}: even {parts[0]:.5f}, odd {parts[1]:.5f}")
    # A longitudinal photon must decouple when every diagram is included.
    longitudinal = [(photons[0][0], photons[0][0])] + photons[1:]
    assert abs(amplitude(p_test, mixed_triplet, longitudinal)) < 1e-10

# ---- Two photons from a pair at rest: polarization and spin dependence ----
rest = np.zeros(3)
k_plus, k_minus = np.array([1., 0, 0, 1]), np.array([1., 0, 0, -1])
print("Singlet at rest, two photons, |M|/e^2 against polarization angle:")
for degrees in (0, 30, 90):
    angle = np.radians(degrees)
    eps1 = np.array([0., 1, 0, 0])
    eps2 = np.array([0., np.cos(angle), np.sin(angle), 0])
    light = [(k_plus, eps1), (k_minus, eps2)]
    value = abs(amplitude(rest, singlet, light))
    triple = abs(np.cross(eps1[1:], eps2[1:])[2])
    assert abs(value - 2 * np.sqrt(2) * triple) < 1e-12
    assert all(abs(amplitude(rest, x, light)) < 1e-12 for x in triplets)
    print(f"  {degrees} degrees: {value:.5f}")


def polarization_sum(direction, spin):
    total = 0.0
    k1, k2 = np.array([1., *direction]), np.array([1., *(-direction)])
    for e1 in transverse_basis(direction):
        for e2 in transverse_basis(direction):
            light = [(k1, np.array([0., *e1])), (k2, np.array([0., *e2]))]
            total += abs(amplitude(rest, spin, light)) ** 2
    return total


# ---- Golden rule: half sphere of directions, narrow energy peak ----
nodes, weights = np.polynomial.legendre.leggauss(5)
azimuths = 2 * np.pi * (np.arange(8) + 0.5) / 8
angular, triplet_angular = 0.0, 0.0
for x, w in zip((nodes + 1) / 2, weights / 2):
    for phi in azimuths:
        rho = np.sqrt(1 - x * x)
        n_vec = np.array([rho * np.cos(phi), rho * np.sin(phi), x])
        solid = w * 2 * np.pi / 8
        angular += solid * polarization_sum(n_vec, singlet)
        triplet_angular += solid * sum(polarization_sum(n_vec, x3)
                                       for x3 in triplets)
assert triplet_angular < 1e-12 * angular
k_grid = np.linspace(0.9, 1.1, 4001)
width = 0.01
peak = np.exp(-(2 - 2 * k_grid)**2 / (2 * width**2))
peak /= width * np.sqrt(2 * np.pi)
density = np.sum(k_grid**2 / (2 * k_grid)**2 * peak) * (k_grid[1] - k_grid[0])
density *= 2 * np.pi / (2 * np.pi)**3
sigma_v = (4 * np.pi * alpha)**2 * angular * density / 4
assert abs(sigma_v / (4 * np.pi * alpha**2) - 1) < 1e-6
pol_sum = polarization_sum(np.array([0., 0, 1]), singlet)
print(f"Polarization sum of |M|^2/e^4, singlet: {pol_sum:.5f}")
print(f"sigma*v, singlet: {sigma_v * alpha:.5e} a0^3/atomic time")

# ---- Density at contact from the radial Hamiltonian, reduced mass 1/2 ----
step = 0.01
r = step * np.arange(1, 4001)
energies, vectors = eigh_tridiagonal(
    2 / step**2 - 1 / r, -np.ones(r.size - 1) / step**2,
    select='i', select_range=(0, 0))
radial = vectors[:, 0] / np.sqrt(step) / r
slope = 3 * radial[0] - 3 * radial[1] + radial[2]
contact = slope**2 / (4 * np.pi)
assert abs(energies[0] + 0.25) < 1e-4
assert abs(contact * 8 * np.pi - 1) < 1e-3
print(f"Ground-state energy, numerical: {energies[0]:.5f} hartree")
print(f"|psi(0)|^2, numerical: {contact:.6f} a0^-3")
print(f"|psi(0)|^2, 1/(8 pi): {1 / (8 * np.pi):.6f} a0^-3")


# ---- How nearly constant the amplitude is over the bound state ----
def s_wave(momentum):
    """Direction average of the singlet amplitude divided by 2E."""
    energy, total = np.sqrt(1 + momentum**2), 0j
    light = [(energy * k_plus, np.array([0., 1, 0, 0])),
             (energy * k_minus, np.array([0., 0, 1, 0]))]
    for x, w in zip(nodes, weights / 2):
        for phi in azimuths:
            rho = np.sqrt(1 - x * x)
            p = momentum * np.array([rho * np.cos(phi), rho * np.sin(phi), x])
            total += w / 8 * amplitude(p, singlet, light)
    return abs(total) / (2 * energy)


at_rest = s_wave(0.0)
change_large = s_wave(0.1) / at_rest - 1
change_small = s_wave(0.05) / at_rest - 1
assert abs(change_large / change_small - 4) < 0.1
change_bound = s_wave(alpha) / at_rest - 1
print(f"Relative amplitude change at p = alpha m c: {change_bound:.2e}")

# Momentum profile of exp(-r/a), with t = p a/hbar and a = 2 a0.
for t in (0.5, 2.0):
    transform = quad(lambda x: x * np.sin(t * x) * np.exp(-x), 0, 60)[0] / t
    assert abs(transform - 2 / (1 + t * t)**2) < 1e-8


def profile(t):
    return t * t / (1 + t * t)**2


tail = quad(profile, 2 / alpha, np.inf)[0] / quad(profile, 0, np.inf)[0]
assert abs(tail / (2 * alpha / np.pi) - 1) < 1e-3
print(f"Part of psi(0) from p > m c: {100 * tail:.3f} percent")

# ---- Rate and lifetime ----
rate_numeric = sigma_v * alpha * contact
rate_si = alpha**5 * const.m_e * const.c**2 / (2 * const.hbar)
time_unit = const.physical_constants['atomic unit of time'][0]
rate_atomic = alpha**3 / 2
assert abs(rate_numeric / time_unit / rate_si - 1) < 1e-3
assert abs(rate_atomic / time_unit / rate_si - 1) < 1e-7
lifetime_ps = 1e12 / rate_si
assert 124 < lifetime_ps < 125
print(f"alpha: {alpha:.9f} (dimensionless)")
print(f"Rate, numerical: {rate_numeric:.5e} per atomic time")
print(f"Rate, alpha^3/2: {rate_atomic:.5e} per atomic time")
print(f"Rate, alpha^5 m c^2/(2 hbar): {rate_si:.5e} s^-1")
print(f"Lifetime, leading order: {lifetime_ps:.2f} ps")
print(f"Scale of omitted terms, alpha*lifetime: {alpha * lifetime_ps:.2f} ps")
print(f"hbar*rate / binding energy: {rate_atomic / abs(energies[0]):.2e}")
print("tests ok")
```

Running it gives:

```
C parity from Fock space (dimensionless):
  L=0 S=0: C = +1
  L=0 S=1: C = -1
  L=1 S=0: C = -1
  L=1 S=1: C = +1
Test momentum |p| = 0.6164 m c
Amplitude parts, even L and odd L (hbar=c=m=1, e^n removed):
  n=2 S=0: even 2.40324, odd 0.00000
  n=2 S=1: even 0.00000, odd 0.60522
  n=3 S=0: even 0.00000, odd 4.65539
  n=3 S=1: even 0.36238, odd 0.00000
  n=4 S=0: even 2.62218, odd 0.00000
  n=4 S=1: even 0.00000, odd 1.87635
Singlet at rest, two photons, |M|/e^2 against polarization angle:
  0 degrees: 0.00000
  30 degrees: 1.41421
  90 degrees: 2.82843
Polarization sum of |M|^2/e^4, singlet: 16.00000
sigma*v, singlet: 4.88322e-06 a0^3/atomic time
Ground-state energy, numerical: -0.25000 hartree
|psi(0)|^2, numerical: 0.039788 a0^-3
|psi(0)|^2, 1/(8 pi): 0.039789 a0^-3
Relative amplitude change at p = alpha m c: -3.55e-05
Part of psi(0) from p > m c: 0.465 percent
alpha: 0.007297353 (dimensionless)
Rate, numerical: 1.94294e-07 per atomic time
Rate, alpha^3/2: 1.94297e-07 per atomic time
Rate, alpha^5 m c^2/(2 hbar): 8.03250e+09 s^-1
Lifetime, leading order: 124.49 ps
Scale of omitted terms, alpha*lifetime: 0.91 ps
hbar*rate / binding energy: 7.77e-07
tests ok
```
